# Zero-temperature band filling in heavily doped n-type silicon: a numerical check

```python
"""
Result under test: for six parabolic silicon valleys at zero temperature,
    E_F = hbar^2 (3 pi^2 n)^(2/3) / (2 m_d),
    m_d = 6^(2/3) (m_l m_t^2)^(1/3).
n: free-electron density; m_d: total density-of-states mass;
m_l, m_t: longitudinal and transverse masses of one valley.
E_F is measured from the conduction-band minimum.
Internal units: eV, nm, electron masses. The independent test fills
discrete levels of a periodic box in six displaced anisotropic valleys.
Material values other than n and m_d are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
KB = const.k / const.e                                 # eV/K
COULOMB = const.e / (4 * pi * const.epsilon_0) * 1e9    # eV nm

density_cm3 = 1e20
n = density_cm3 * 1e-21                                # nm^-3
m_total = 1.08
valleys = 6
m_long = 0.92
lattice_nm = 0.543
valley_fraction = 0.85
permittivity = 11.7
alpha = 0.5                                           # 1/eV
mobility_cm2 = 100.0
temperature = 300.0


def fermi_energy(dens, mass):
    return H2M * (3 * pi**2 * dens)**(2 / 3) / mass


m_valley = m_total / valleys**(2 / 3)
m_trans = np.sqrt(m_valley**3 / m_long)
EF = fermi_energy(n, m_total)
k_aux = (3 * pi**2 * n)**(1 / 3)
k_valley = (3 * pi**2 * n / valleys)**(1 / 3)
k_long = np.sqrt(m_long * EF / H2M)
k_trans = np.sqrt(m_trans * EF / H2M)

# Fill the discrete levels of a periodic cube, lowest energies first.
box_nm = 300.0
dk = 2 * pi / box_nm
energy_cut = 0.10
k_X = 2 * pi / lattice_nm
levels = []
for axis in range(3):
    for sign in (-1, 1):
        center = np.zeros(3)
        center[axis] = sign * valley_fraction * k_X
        parts = []
        for direction in range(3):
            mass = m_long if direction == axis else m_trans
            width = np.sqrt(mass * energy_cut / H2M)
            first = np.ceil((center[direction] - width) / dk)
            last = np.floor((center[direction] + width) / dk)
            k = np.arange(first, last + 1) * dk
            parts.append(H2M * (k - center[direction])**2 / mass)
        energy = (parts[0][:, None, None] + parts[1][None, :, None]
                  + parts[2][None, None, :])
        levels.append(energy[energy < energy_cut])
levels = np.concatenate(levels)
filled_levels = int(round(n * box_nm**3 / 2))
assert len(levels) > filled_levels
EF_count = np.partition(levels, filled_levels - 1)[filled_levels - 1]
# Finite-box surface fluctuations are of order 0.1 percent.
assert abs(EF_count / EF - 1) < 0.003

dos = 1.5 * n / EF
half_window = 0.010
in_window = np.count_nonzero(np.abs(levels - EF) < half_window)
dos_count = 2 * in_window / (box_nm**3 * 2 * half_window)
assert abs(dos_count / dos - 1) < 0.01

# Chemical potential at fixed density from the thermal integral.
dos_constant = (m_total / H2M)**1.5 / (2 * pi**2)


def thermal_density(mu, temp):
    kt = KB * temp
    top = np.sqrt(max(mu, 0) + 45 * kt)

    def integrand(x):
        return 2 * dos_constant * x**2 * expit((mu - x**2) / kt)

    points = [np.sqrt(mu)] if mu > 0 else None
    return quad(integrand, 0, top, points=points, limit=200,
                epsabs=1e-12, epsrel=1e-10)[0]


def chemical_potential(temp):
    return brentq(lambda mu: thermal_density(mu, temp) - n, -0.1, 0.2)


mu_hot = chemical_potential(temperature)
mu_cold = chemical_potential(77.0)
mu_expansion = EF * (1 - pi**2 / 12 * (KB * 77.0 / EF)**2)
assert abs(mu_cold / mu_expansion - 1) < 3e-4

# Nonparabolic filling, checked by integrating its density of states.
EF_nonpar = (np.sqrt(1 + 4 * alpha * EF) - 1) / (2 * alpha)
n_nonpar = quad(lambda e: dos_constant * np.sqrt(e * (1 + alpha * e))
                * (1 + 2 * alpha * e), 0, EF_nonpar)[0]
assert abs(n_nonpar / n - 1) < 1e-7

# Longitudinal pocket size compared with the zone boundary.
distance_X = (1 - valley_fraction) * k_X
energy_X = H2M * distance_X**2 / m_long
assert k_long < distance_X

# Static screening and the local potential of random ionized donors.
interaction = 4 * pi * COULOMB / permittivity
screen_nm = 1 / np.sqrt(interaction * dos)
rms_potential = COULOMB / permittivity * np.sqrt(2 * pi * n * screen_nm)
variance = quad(lambda r: n * 4 * pi * r**2
                * (COULOMB / permittivity * np.exp(-r / screen_nm) / r)**2,
                0, 40 * screen_nm, points=[screen_nm])[0]
assert abs(np.sqrt(variance) / rms_potential - 1) < 1e-6


# Exchange widening between the bottom and edge of a spherical pocket.
def exchange_widening(kappa):
    bottom = interaction / (2 * pi**2) * quad(
        lambda q: q**2 / (q**2 + kappa**2), 0, k_valley,
        points=[min(kappa, k_valley / 2)])[0]
    edge = interaction / (8 * pi**2 * k_valley) * quad(
        lambda q: q * np.log(((k_valley + q)**2 + kappa**2)
                             / ((k_valley - q)**2 + kappa**2)),
        0, k_valley, limit=200)[0]
    return bottom - edge


exchange_bare = interaction * k_valley / (4 * pi**2)
assert abs(exchange_widening(1e-6 * k_valley) / exchange_bare - 1) < 1e-4
exchange_screened = exchange_widening(1 / screen_nm)

m_conductivity = 3 / (1 / m_long + 2 / m_trans)
broadening = const.hbar / (2 * mobility_cm2 * 1e-4
                           * m_conductivity * const.m_e)
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
donor_radius = bohr_nm * permittivity / m_valley
mott_parameter = n**(1 / 3) * donor_radius
m_alternative = valleys**(2 / 3) * (m_long * 0.19**2)**(1 / 3)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"Free-electron density: {density_cm3:.3e} cm^-3")
show("Total density-of-states mass", m_total, "m_e")
print(f"Number of valleys: {valleys}")
show("hbar^2/(2 m_e)", H2M, "eV nm^2", 6)
show("Auxiliary wavenumber (3 pi^2 n)^(1/3)", k_aux, "nm^-1", 4)
show("Zero-temperature band filling", 1000 * EF, "meV", 2)
show("Equivalent Fermi temperature", EF / KB, "K", 0)
show("Filling from discrete level count", 1000 * EF_count, "meV", 2)
show("Counting box side", box_nm, "nm", 0)
print(f"Density of states at E_F: {dos * 1e21:.3e} eV^-1 cm^-3")
print(f"Density of states from count: {dos_count * 1e21:.3e} eV^-1 cm^-3")
print(f"Density per valley: {density_cm3 / valleys:.3e} cm^-3")
show("Single-valley density-of-states mass", m_valley, "m_e", 4)
show("Longitudinal mass, rough", m_long, "m_e")
show("Transverse mass from total mass", m_trans, "m_e", 4)
show("Equivalent spherical pocket radius", k_valley, "nm^-1", 4)
show("Longitudinal pocket semi-axis", k_long, "nm^-1")
show("Transverse pocket semi-axis", k_trans, "nm^-1")
show("Wrong filling: valleys counted twice",
     1000 * fermi_energy(n / valleys, m_total), "meV", 1)
show("Wrong filling: only one valley",
     1000 * fermi_energy(n, m_valley), "meV", 1)
show("Filling at 50 percent activation",
     1000 * fermi_energy(n / 2, m_total), "meV", 1)
show("Total mass if transverse mass is 0.19 m_e", m_alternative, "m_e")
show("Filling with that total mass",
     1000 * fermi_energy(n, m_alternative), "meV", 1)
show("Temperature of use", temperature, "K", 0)
show("Thermal energy there", 1000 * KB * temperature, "meV", 2)
show("Chemical potential there", 1000 * mu_hot, "meV", 1)
show("Chemical potential at 77 K", 1000 * mu_cold, "meV", 2)
show("Low-temperature expansion at 77 K", 1000 * mu_expansion, "meV", 2)
show("Nonparabolicity, rough", alpha, "eV^-1", 2)
show("Nonparabolic zero-temperature filling", 1000 * EF_nonpar, "meV", 1)
show("Lattice constant, rough", lattice_nm, "nm")
show("Valley position as fraction of Gamma-X", valley_fraction, "", 2)
show("Distance from valley minimum to X", distance_X, "nm^-1")
show("Parabolic energy at X", 1000 * energy_X, "meV", 0)
show("Relative permittivity, rough", permittivity, "", 1)
show("Effective donor radius", donor_radius, "nm", 2)
show("Mott parameter n^(1/3) a_B", mott_parameter, "", 2)
show("Thomas-Fermi screening length", screen_nm, "nm", 2)
show("Equivalent electron wavelength", 2 * pi / k_valley, "nm", 1)
show("Local rms donor potential", 1000 * rms_potential, "meV", 0)
show("Unscreened exchange widening", 1000 * exchange_bare, "meV", 1)
show("Screened exchange widening", 1000 * exchange_screened, "meV", 2)
show("Mobility, rough", mobility_cm2, "cm2/Vs", 0)
show("Conductivity mass", m_conductivity, "m_e")
show("Transport half-width hbar/(2 tau)", 1000 * broadening, "meV", 0)
print("all tests passed")
```

Printed output:

```
Free-electron density: 1.000e+20 cm^-3
Total density-of-states mass: 1.080 m_e
Number of valleys: 6
hbar^2/(2 m_e): 0.038100 eV nm^2
Auxiliary wavenumber (3 pi^2 n)^(1/3): 1.4360 nm^-1
Zero-temperature band filling: 72.74 meV
Equivalent Fermi temperature: 844 K
Filling from discrete level count: 72.76 meV
Counting box side: 300 nm
Density of states at E_F: 2.062e+21 eV^-1 cm^-3
Density of states from count: 2.056e+21 eV^-1 cm^-3
Density per valley: 1.667e+19 cm^-3
Single-valley density-of-states mass: 0.3271 m_e
Longitudinal mass, rough: 0.920 m_e
Transverse mass from total mass: 0.1950 m_e
Equivalent spherical pocket radius: 0.7902 nm^-1
Longitudinal pocket semi-axis: 1.325 nm^-1
Transverse pocket semi-axis: 0.610 nm^-1
Wrong filling: valleys counted twice: 22.0 meV
Wrong filling: only one valley: 240.2 meV
Filling at 50 percent activation: 45.8 meV
Total mass if transverse mass is 0.19 m_e: 1.061 m_e
Filling with that total mass: 74.0 meV
Temperature of use: 300 K
Thermal energy there: 25.85 meV
Chemical potential there: 63.8 meV
Chemical potential at 77 K: 72.24 meV
Low-temperature expansion at 77 K: 72.24 meV
Nonparabolicity, rough: 0.50 eV^-1
Nonparabolic zero-temperature filling: 70.3 meV
Lattice constant, rough: 0.543 nm
Valley position as fraction of Gamma-X: 0.85
Distance from valley minimum to X: 1.736 nm^-1
Parabolic energy at X: 125 meV
Relative permittivity, rough: 11.7
Effective donor radius: 1.89 nm
Mott parameter n^(1/3) a_B: 0.88
Thomas-Fermi screening length: 0.56 nm
Equivalent electron wavelength: 8.0 nm
Local rms donor potential: 73 meV
Unscreened exchange widening: 31.0 meV
Screened exchange widening: 0.49 meV
Mobility, rough: 100 cm2/Vs
Conductivity mass: 0.265 m_e
Transport half-width hbar/(2 tau): 22 meV
all tests passed
```
